# Wall sites, gas molecules and quasi-steady filling of a narrow hole

## Problem

A round blind hole has diameter $d=100$ nm and depth $L=5\ \mu$m. It is evacuated, and at $t=0$ its mouth is exposed to pure precursor vapour at $P=1$ Torr and $T=500$ K. The precursor adsorbs irreversibly until the wall holds a saturated layer of $s_0=4$ molecules per nm². Here $s_0$ counts the molecules that the wall can accept, not its surface atoms. The molar mass is 100 g/mol, and a molecule striking an empty site stays with probability $\beta=0.01$.

(a) How many wall sites are there for each gas molecule in the filled hole?

(b) Quasi-steady transport means that the gas profile is computed as if the coverage were frozen, while the coverage itself evolves. Does the count in (a) justify this, and under what conditions?

(c) How long does it take to cover 95% of the sites at the bottom, and what error comes from neglecting gas storage?

(d) Which neglected effects matter most?

## Solution

### (a) The count

The side wall has area $\pi dL$ and the hole has volume $\pi d^2L/4$. With the ideal-gas density $n_0=P/(k_BT)$, the ratio of sites to molecules is

$$
\gamma=\frac{s_0\,\pi dL}{n_0\,\pi d^2L/4}=\frac{4s_0}{n_0d}.
$$

The depth cancels because the bottom disc has been left out; it would add a fraction $(\pi d^2/4)/(\pi dL)=d/(4L)=0.5\%$ to the sites.

Here $n_0=1.931\times10^{16}$ cm$^{-3}=1.931\times10^{22}$ m$^{-3}$, so

$$
\gamma=\frac{4\times4\times10^{18}}{1.931\times10^{22}\times10^{-7}}\approx8.3\times10^3 .
$$

Laying sites on a square lattice over the wall and counting small volume cells gives $6.290\times10^6$ sites and 758.5 molecules, a ratio of 8293. The formula gives 8285; the small difference comes from fitting whole lattice rows and cells into the hole.

The ratio is proportional to $s_0$ and inversely proportional to diameter and precursor partial pressure. "About eight thousand" therefore belongs to this layer density and to undiluted vapour.

### (b) From a count to a separation of times

**Diffusivity.** The mean free path, for a rough collision diameter of 0.6 nm, is 32 $\mu$m, or 324 hole diameters. Molecules therefore fly from wall to wall. Assume that they leave the wall diffusely, with the cosine law. Let $a$ be the angle between a flight and the hole axis, and $\varphi$ the angle between its projection on the cross-section and the inward normal. The probability density is

$$
p(a,\varphi)=\frac{\sin^2a\,\cos\varphi}{\pi},\qquad 0<a<\pi,\quad |\varphi|<\frac{\pi}{2}.
$$

One factor $\sin a$ comes from the solid angle, and $\sin a\cos\varphi$ is the cosine to the normal. The projected chord is $d\cos\varphi$, so the axial step is $z=d\cos\varphi\cot a$ and the path length is $\ell=d\cos\varphi/\sin a$. Their averages are

$$
\langle z^2\rangle=\frac{d^2}{\pi}\int\cos^3\!\varphi\,d\varphi\int\cos^2\!a\,da
=\frac{d^2}{\pi}\cdot\frac43\cdot\frac{\pi}{2}=\frac{2d^2}{3},
$$

$$
\langle\ell\rangle=\frac d\pi\int\cos^2\!\varphi\,d\varphi\int\sin a\,da
=\frac d\pi\cdot\frac\pi2\cdot2=d .
$$

Molecules leaving a wall have speeds $c$ weighted by flux, that is, by $c$ times the Maxwell distribution. Hence $\langle1/c\rangle=1/v$, where $v=\sqrt{8k_BT/(\pi m)}$ is the ordinary mean speed and $m$ the molecular mass. The mean flight time is $d/v$. Successive steps are independent and have zero mean, so

$$
D=\frac{\langle z^2\rangle}{2\langle t\rangle}=\frac{2d^2/3}{2d/v}=\frac{dv}{3}.
$$

A simulation of 20,000 molecules over a time $400\,d/v$ gave $D/(dv)=0.332$, against $1/3$. In the example $v=325$ m/s and $D=0.1085$ cm²/s.

**Balances.** Let $x$ run inward from the mouth, $n(x,t)$ be the gas density and $\theta(x,t)$ the fraction of sites filled. A wall receives $nv/4$ molecules per area and time, so

$$
s_0\,\theta_t=\frac{\beta v}{4}\,n(1-\theta).
$$

Subscripts $x$ and $t$ denote derivatives. The wall area per gas volume is $4/d$, and the gas loses what the wall gains:

$$
n_t=Dn_{xx}-\frac{4s_0}{d}\,\theta_t .
$$

This one-dimensional description requires profiles that vary over lengths greater than $d$. The boundary conditions are $n=n_0$ at the mouth and $n_x=0$ at the bottom.

Quasi-steady transport drops $n_t$. To see what is lost, integrate the gas balance from $0$ to $t$. With the exposure $E(x,t)=\int_0^t n\,dt'$ and an initially empty hole,

$$
D E_{xx}=\frac{4s_0}{d}\,\theta+n=n_0\left(\gamma\theta+\frac{n}{n_0}\right).
$$

The two terms on the right are the molecules bound to the wall and those still in the gas, both per volume. The approximation neglects the second. That is where the count enters: since $n\le n_0$, storage is negligible wherever $\theta\gg1/\gamma$.

At the mouth, coverage starts as $\theta\approx t/t_s$, with the local saturation time

$$
t_s=\frac{4s_0}{\beta vn_0}=\gamma\,\frac{d}{\beta v}.
$$

The gas has its own length: diffusion balances loss to empty walls when $D/\lambda^2=\beta v/d$, so $\lambda^2=dD/(\beta v)$. The diffusion time over this length is $\lambda^2/D=d/(\beta v)$. Therefore

$$
t_s=\gamma\,\frac{\lambda^2}{D}.
$$

Sticking has cancelled from the ratio of the two times. In the example $\lambda=577$ nm, $\lambda^2/D=0.0307\ \mu$s and $t_s=0.255$ ms. If sticking is so weak that $\lambda>L$, the gas needs to relax only over $L$, and the separation is larger still.

The count thus justifies the approximation after the first gas transient. That transient lasts about $\lambda^2/D$ near the mouth, and at most of order $L^2/D=2.3\ \mu$s for the whole hole. Up to about $\lambda^2/D$, most of the molecules that have entered may still be gas, and $n_t$ cannot be dropped. The argument also assumes that every molecule held on the wall is held irreversibly; part (d) shows what replaces $\gamma$ when a weakly bound population is present as well.

### (c) The dose and its error

**Sharp front.** Suppose first that sticking is strong enough for a sharp boundary at $x_f$ between full and empty wall. Without storage, the gas density falls linearly from $n_0$ to zero at $x_f$, and the flux $Dn_0/x_f$ through area $\pi d^2/4$ fills sites on new wall:

$$
\frac{\pi d^2}{4}\,\frac{Dn_0}{x_f}=\pi d\,s_0\,\frac{dx_f}{dt}
\quad\Longrightarrow\quad
x_f\frac{dx_f}{dt}=\frac D\gamma
\quad\Longrightarrow\quad
x_f^2=\frac{2Dt}{\gamma}.
$$

Filling to depth $L$ takes

$$
t_f=\frac{\gamma L^2}{2D}=\frac{8285\times2.305\ \mu\text{s}}{2}=9.55\ \text{ms}.
$$

The moving-boundary problem can also be solved with storage. Try $x_f=2q\sqrt{Dt}$ and

$$
n=n_0\left[1-\frac{\operatorname{erf}\!\left(x/2\sqrt{Dt}\right)}{\operatorname{erf}q}\right].
$$

This obeys $n_t=Dn_{xx}$, equals $n_0$ at the mouth and vanishes at the front. The front balance is $\gamma n_0\,dx_f/dt=-Dn_x$ at $x_f$. Its left side is $\gamma n_0q\sqrt{D/t}$, and its right side is $n_0\sqrt{D/(\pi t)}\,e^{-q^2}/\operatorname{erf}q$. Equating them gives

$$
\sqrt\pi\,q\,e^{q^2}\operatorname{erf}q=\frac1\gamma .
$$

For large $\gamma$, $q$ is small. With $\operatorname{erf}q\approx(2/\sqrt\pi)(q-q^3/3)$ and $e^{q^2}\approx1+q^2$, the left side is $2q^2(1+2q^2/3)$ to this order. Hence $1/q^2\approx2\gamma(1+2q^2/3)\approx2\gamma[1+1/(3\gamma)]$, using $q^2\approx1/(2\gamma)$ in the correction. The fill time becomes

$$
t=\frac{L^2}{4q^2D}\approx\frac{\gamma L^2}{2D}\left(1+\frac1{3\gamma}\right).
$$

Storage lengthens the sharp-front fill by a fraction $4.0\times10^{-5}$.

**Finite sticking.** Put $\psi=-\ln(1-\theta)$. The wall equation becomes $\psi_t=\beta vn/(4s_0)$, so $\psi=\beta vE/(4s_0)$. Dropping $n$ from the integrated balance and substituting $E=4s_0\psi/(\beta v)$ gives

$$
D\,\frac{4s_0}{\beta v}\,\psi_{xx}=\frac{4s_0}{d}\left(1-e^{-\psi}\right).
$$

With $\xi=x/L$ this is

$$
\psi_{\xi\xi}=h^2\left(1-e^{-\psi}\right),\qquad
h^2=\frac{L^2}{\lambda^2}=3\beta\left(\frac Ld\right)^2=75 .
$$

Time no longer appears explicitly. In this approximation the coverage profile depends on the mouth exposure and not on how the pressure rose to deliver it.

For 95% coverage at the bottom, $\psi_b=-\ln0.05=2.996$, and the slope there is zero. Moving towards the mouth, $\psi$ rises, so $1-e^{-\psi}$ lies between 0.95 and 1. Integrating twice from the bottom bounds the mouth value $\psi_0$:

$$
\psi_b+0.95\,\frac{h^2}{2}\le\psi_0\le\psi_b+\frac{h^2}{2},
\qquad 38.6\le\psi_0\le40.5 .
$$

Numerical integration gives $\psi_0=39.99$. At constant mouth density $\psi_0=t/t_s$, so

$$
t=39.99\times0.2546\ \text{ms}=10.2\ \text{ms},
$$

or an exposure of 0.0102 Torr s.

**The delay due to storage.** Compare the full exposure $E$ with the storage-free exposure $Q$ that gives the same bottom coverage. Their difference $w=E-Q$ has zero value and zero slope at the bottom, and obeys

$$
Dw_{xx}=\frac{4s_0}{d}\left[\theta(E)-\theta(Q)\right]+n .
$$

Coverage increases with exposure, so $w$ is non-negative and the bracket can only add to it. Without the bracket, two integrations from the bottom give $w(0)=(1/D)\int_0^Lx\,n\,dx$. At constant mouth density the extra time $\Delta t=w(0)/n_0$ is then

$$
\Delta t\approx\frac1D\int_0^L x\,\frac{n}{n_0}\,dx ,
$$

with $n$ taken at the end of the dose. Two limits follow:

- For a sharp front, $n=n_0(1-x/L)$ and $\Delta t=L^2/(6D)$. Divided by $\gamma L^2/(2D)$, this is again $1/(3\gamma)$.
- For very weak sticking, $n\approx n_0$ throughout and $\Delta t=L^2/(2D)$. The dose is now $\psi_0t_s=\psi_0\gamma L^2/(h^2D)$, so the relative error is $h^2/(2\psi_0\gamma)$, which vanishes with $\beta$.

The full time-dependent equations were solved and compared with the storage-free result on the same spatial grid. All cases below have $L/d=50$, constant mouth density and 95% bottom coverage. The error is the extra time relative to the storage-free time.

| $\gamma$ | $\beta$ | error | error $\times\gamma$ |
|---:|---:|---:|---:|
| 8285 | 0.01 | 0.0086% | 0.71 |
| 100 | 0.01 | 0.69% | 0.69 |
| 1 | 0.01 | 42% | 0.42 |
| 500 | 0.0001 | 0.022% | 0.11 |
| 500 | 0.01 | 0.14% | 0.71 |
| 500 | 0.1 | 0.11% | 0.55 |

The first two rows show the error falling as $1/\gamma$. With one site per gas molecule the approximation is poor. For the example, the delay is $8.59\times10^{-5}\times10.18$ ms $=0.87\ \mu$s, or $0.38\,L^2/D$, between the two limits.

The weak-sticking row can be checked by hand. There $h^2=0.75$, and the same bounds give $\psi_0\approx3.36$, so the predicted error times $\gamma$ is $0.75/(2\times3.36)=0.11$, as tabulated. Compared with $\beta=0.01$, this very weak sticking has the longer delay but a dose far longer than the sharp-front time, hence the smaller relative error. The trend is not monotonic: the error is largest near $\beta=0.005$ to $0.01$ and falls again at stronger sticking. It stays above the sharp-front value $1/(3\gamma)$ even at $\beta=1$, because gas builds up at the bottom before 95% coverage is reached there. In the last row $\lambda=d/\sqrt{3\beta}=1.8d$, so the one-dimensional description is itself marginal.

The independence from pressure history was tested at $\gamma=500$ and $\beta=0.01$ with mouth density $n_0(1-e^{-t/t_r})$ and $t_r=150\,L^2/D$. This rise time is over half the constant-pressure dose. The required exposure differed from the storage-free value by 0.13%.

### (d) What the model leaves out

**Physisorption.** Suppose that each molecule striking the wall rests there for a mean time $\tau$ before leaving, unless it reacts. The wall then holds $nv\tau/4$ weakly bound molecules per area. Multiplying by $4/d$ and adding the gas gives a mobile density $Rn$, with

$$
R=1+\frac{v\tau}{d}.
$$

This assumes sparse physisorption that follows the local gas density. The storage term $n_t$ becomes $Rn_t$, while $Dn_{xx}$ is unchanged because transport still occurs in flight. Measuring time in units $R$ times longer restores the original equations with $s_0$ replaced by $s_0/R$. The ratio that controls the approximation is therefore $\gamma/R$.

The same factor slows the spreading of molecules that do not react: the mean time per step grows from $d/v$ to $d/v+\tau$. With a pause $\tau=3d/v$, simulated flights gave an apparent diffusivity of $0.086\,dv$, against $D/R=0.083\,dv$.

Take a rough binding energy of 0.50 eV and an attempt time of $10^{-13}$ s. Then $\tau=10^{-13}\,\text{s}\times e^{0.50\,\text{eV}/k_BT}=11$ ns, $R=36.7$ and $\gamma/R=226$. Since the error times $\gamma$ is about 0.7 for this geometry and $\beta=0.01$, storage now costs about $0.7/226=0.3\%$. At 0.635 eV, $\gamma/R$ is down to 10. The physisorbed fraction of a saturated layer is

$$
\frac{n_0v\tau}{4s_0}=\frac{R-1}{\gamma},
$$

which is 0.43% at 0.50 eV and about 10% at 0.635 eV. The separation of times is thus lost when the weakly bound population becomes comparable with the layer being deposited. The bare count of gas molecules cannot reveal this.

**Mouth resistance.** The mouth passes a net flux $v(n_0-n_1)/4$, where $n_1$ is the density just inside. Equating this to $Dn_1/x_f$ and eliminating $n_1$ gives $Dn_0/(x_f+4D/v)$, equivalent to an added length $4D/v=4d/3$. The sharp-front time becomes $(\gamma/D)(L^2/2+4dL/3)$, longer by $8d/(3L)=5.3\%$.

Such addition of resistances is approximate. For an open tube with $L/d=20$ it predicts a transmission of 0.0625; simulated flights gave 0.0596, and the formula without the mouth gives 0.0667. In units of the mouth resistance, the simulated total is $1/0.0596=16.8$, against 16 with the mouth and 15 without. The excess over the diffusive resistance is thus 1.8 units at this length. It is not a fixed end resistance: because of rare long flights it grows slowly, roughly as $\ln(L/d)$, from about 1.5 units at $L/d=5$ to about 2.1 units at $L/d=50$. An open tube has two ends, which share them equally: with vapour of density $n_0$ on both sides the density inside is uniform, so the profile and its mirror image add up to $n_0$, and the drop at the entrance equals the density left at the exit. The blind hole has only one mouth, which accounts for half of the excess, about 0.9 unit at $L/d=20$ and about 1.0 at $L/d=50$, close to the 1 unit assumed. Its far end is not an open exit: at $\beta=0.01$ molecules are caught over several diameters, as part (c) already includes. A correction of 5 to 6% to the fill time is therefore a fair estimate for this hole.

**Geometry.** The bottom disc must be filled at the final sharp-front flux $Dn_0/L$, which takes $s_0L/(Dn_0)$. This is a fraction $d/(2L)=1\%$ of $t_f$. A layer 0.1 nm thick narrows the hole by 0.2%. Because $t_f\propto\gamma/D\propto1/d^2$, this lengthens the fill by about 0.4% from one cycle to the next, and the narrowing accumulates over many cycles.

**A real process.** The dimensions are roughly those of a vertical memory hole lined by thermal atomic layer deposition. The values of $s_0$, $\beta$ and molar mass are round numbers for no particular chemistry. Undiluted precursor at 1 Torr is a generous supply; with a carrier gas the precursor's partial pressure is lower. At 0.1 Torr of precursor, with the other settings fixed, $\gamma$ rises to about $8\times10^4$ and the dose to about 0.1 s. Dilution thus strengthens the quasi-steady approximation while slowing the process. A patterned wafer can also deplete the vapour above it, so the 10 ms found here is a time for one hole with a maintained mouth pressure, not a recommended pulse length.

**Wider openings.** With pressure, temperature and $s_0$ fixed, $\gamma$ falls to 100 at a diameter of 8.3 $\mu$m. The mean free path is then only about four diameters, so gas collisions begin to alter $D$. The formula for $\gamma$ also requires a hole much deeper than it is wide. At the present depth of 5 $\mu$m, the bottom disc would add 41% to the sites of such an opening, and the one-dimensional description would fail.

For the 100 nm hole, gas storage is therefore the smallest of the errors sized here if physisorption is negligible. With the rough binding energy of 0.50 eV, its cost of 0.3% is already close to that of the narrowing by one layer. The numerical output below lists the values used.

## Numbers as computed

```
Pressure: 1.0 Torr
Temperature: 500 K
Hole diameter: 100 nm
Hole depth: 5.0 um
Saturated layer density: 4.0 nm^-2
Molar mass: 100 g/mol
Sticking probability: 0.01
Gas density: 1.931e+16 cm^-3
Wall sites, counted: 6.290e+06
Gas molecules, counted volume: 758.5
Sites per gas molecule, counted: 8293
gamma from formula: 8285
Mean thermal speed: 325.4 m/s
Knudsen diffusivity: 0.1085 cm^2/s
Random-walk D/(d v), no pause: 0.3317
Random-walk D/(d v), pause 3d/v: 0.0859
Gas relaxation time L^2/D: 2.305 us
Penetration length: 577 nm
Penetration diffusion time: 0.0307 us
Local saturation time at mouth: 0.2546 ms
h2: 75.0
Sharp-front fill time: 9.548 ms
Bottom coverage target: 95 %
psi at bottom: 2.996; at mouth: 39.993
Time to bottom target: 10.183 ms
Exposure to bottom target: 0.01018 Torr s
Sharp-front storage correction: 4.023e-05
Full-model storage correction: 8.592e-05
Storage correction at gamma=100: 0.692 %
Storage correction at gamma=1: 42.3 %
Correction, gamma=500, beta=0.0001: 0.0221 %
Correction, gamma=500, beta=0.01: 0.1416 %
Correction, gamma=500, beta=0.1: 0.1099 %
Exposure change, slow inlet, gamma=500: 0.1322 %
Tube transmission, L/d=20, simulated: 0.0596
Tube transmission with mouth term: 0.0625
Tube transmission without mouth term: 0.0667
Mouth resistance, added fill time: 5.33 %
Bottom disc, added sites: 0.50 %
Layer thickness, rough: 0.1 nm
Diameter loss from layer: 0.20 %
Collision diameter, rough: 0.6 nm
Mean free path: 32.4 um
Knudsen number: 324
Gas number noise: 3.6 %
Desorption attempt time, rough: 1.0e-13 s
Physisorption energy, rough: 0.50 eV
Physisorbed residence time: 10.96 ns
Physisorbed fraction of saturated layer: 0.43 %
Mobile storage factor R: 36.7
gamma/R: 226
Binding energy for gamma/R=10: 0.635 eV
Diameter for gamma=100: 8.28 um
```
